# Why End-Site Spin Loss Closes Two-Point Equations and Interior Loss Does Not

## The decision: when are $N^2$ unknowns enough?

Before computing currents in an open XX chain, one must decide whether a closed equation for the $N\times N$ correlation matrix is available. For $N=20$ this matrix has 400 entries, while the full density matrix has about $10^{12}$. The decision depends on where spins are lowered. Loss at either end leaves the equations for two-point fermion correlations closed. Loss at an interior site adds four-fermion averages, though not to every equation.

The Hamiltonian is

$$H=J\sum_{j=1}^{N-1}(\sigma_j^+\sigma_{j+1}^-+\sigma_{j+1}^+\sigma_j^-)+\sum_j e_jn_j,\qquad n_j=\sigma_j^+\sigma_j^- .$$

Spin up means occupied, and $J$, $e_j$ are real. I set $\hbar=1$, take $J>0$ and use it as the unit of energy and of rates. Loss at site $m$ with rate $\gamma$ changes the average of an observable $O$ by the average of

$$\mathcal D^\dagger(O)=\gamma\left(L^\dagger OL-\tfrac12\{L^\dagger L,O\}\right),\qquad L=\sigma_m^- .$$

I call the first term the jump term and the second the decay term.

## Contribution 1: hopping, where the strings cancel

Let $Z_k=1-2n_k$, which is $+1$ on an empty site and $-1$ on an occupied one. The Jordan-Wigner fermions are

$$c_m=P_m\sigma_m^-,\qquad P_m=\prod_{k<m}Z_k,\qquad P_m^2=1 .$$

Hence $\sigma_m^-=P_mc_m$. The string $P_m$ makes fermions on different sites anticommute: for $j<m$, $c_m$ contains $Z_j$, which anticommutes with the $\sigma_j^-$ inside $c_j$.

For neighbours, $P_jP_{j+1}=Z_j$, so

$$\sigma_j^+\sigma_{j+1}^-=c_j^\dagger P_jP_{j+1}c_{j+1}=c_j^\dagger(1-2n_j)c_{j+1}=c_j^\dagger c_{j+1}.$$

The last step uses $c_j^\dagger n_j=c_j^\dagger c_j^\dagger c_j=0$. Thus $H=\sum_{kl}h_{kl}c_k^\dagger c_l$, where $h$ is real and symmetric, with $e_j$ on the diagonal and $J$ beside it.

Define $G_{ij}=\langle c_i^\dagger c_j\rangle$. From $[H,c_i^\dagger]=\sum_kh_{ki}c_k^\dagger$ and $[H,c_j]=-\sum_lh_{jl}c_l$,

$$\left.\frac{dG_{ij}}{dt}\right|_H=i\langle[H,c_i^\dagger c_j]\rangle
=i\sum_kh_{ik}G_{kj}-i\sum_lG_{il}h_{lj}=i[h,G]_{ij}.$$

Hopping therefore closes for any state. This relies on nearest-neighbour XX coupling. A coupling $n_jn_{j+1}$ is already quartic. So is a hop over one site, since $\sigma_1^+\sigma_3^-=c_1^\dagger Z_1Z_2c_3=c_1^\dagger Z_2c_3$.

## Contribution 2: decay and jump, weighed pair by pair

Put $L=P_mc_m$ and $O=c_i^\dagger c_j$. The string acts on sites below $m$ and commutes with $c_m$, so

$$L^\dagger L=c_m^\dagger P_m^2c_m=n_m,\qquad L^\dagger OL=c_m^\dagger(P_mOP_m)c_m .$$

The string has vanished from the decay term. In the jump term it produces a sign: $P_mc_kP_m=-c_k$ for $k<m$ and $+c_k$ for $k\ge m$. Therefore $P_mOP_m=sO$, with $s=-1$ if exactly one of $i,j$ is below $m$, and $s=+1$ otherwise.

**Neither index equals $m$.** Moving $c_m$ through the two fermion factors of $O$ gives two minus signs, so $O$ commutes with $c_m$ and with $n_m$. The jump term is $s\,n_mO$ and the decay term is $-n_mO$:

$$\mathcal D^\dagger(O)=\gamma(s-1)n_mO .$$

If both sites lie on the same side of $m$, then $s=1$ and the quartic operators cancel. If the sites lie on opposite sides, then $s=-1$ and they add:

$$\mathcal D^\dagger(c_i^\dagger c_j)=-2\gamma\,n_mc_i^\dagger c_j .$$

**One index equals $m$.** For $O=c_m^\dagger c_j$ with $j\neq m$, the jump term contains $c_m^\dagger c_m^\dagger=0$. In the decay term $n_mc_m^\dagger=c_m^\dagger$ and $c_m^\dagger n_m=0$, which leaves $-\tfrac12\gamma O$. The Hermitian conjugate gives the same result for $j=m$, $i\ne m$.

**Both indices equal $m$.** The jump term again contains a repeated $c_m^\dagger$ and vanishes. The decay term gives $-\gamma n_m$.

Altogether, loss at $m$ contributes

$$\left.\frac{dG_{ij}}{dt}\right|_{\rm loss}=-\frac{\gamma}{2}(\delta_{im}+\delta_{jm})G_{ij}
-2\gamma\,\chi_{ij}\langle n_mc_i^\dagger c_j\rangle,$$

where $\chi_{ij}=1$ if $i$ and $j$ lie on opposite sides of $m$ and zero otherwise. There are $m-1$ sites to the left and $N-m$ to the right, hence $2(m-1)(N-m)$ affected ordered pairs. For five sites this gives 0, 6, 8, 6, 0 as the loss site runs from 1 to 5, in agreement with a direct evaluation of the dissipator for every pair.

Quartic operators thus appear in the intermediate algebra even for a bare fermion jump $L=c_m$. There $s=1$ for every pair, and the quartic parts of jump and decay cancel. The string spoils this cancellation for pairs on opposite sides of $m$ by reversing the jump term.

## Why the last site escapes

Nothing lies to the right of site $N$, so no pair straddles it. The long string of $\sigma_N^-$ is nevertheless present, and it is useful to see where it goes. Let $\Pi=\prod_{k=1}^NZ_k$ be the total fermion parity. Since $n_Nc_N=0$,

$$\Pi c_N=P_N(1-2n_N)c_N=P_Nc_N=\sigma_N^- .$$

An operator with an even number of fermion factors satisfies $\Pi O\Pi=O$, so the parity drops out of $L^\dagger OL$. For such operators, lowering the last spin and removing a bare fermion have the same effect. At site 1 the string is empty from the start.

The word "even" matters. For $O=c_1$ and $N>1$, the spin jump gives $c_N^\dagger P_Nc_1P_Nc_N=-c_N^\dagger c_1c_N=n_Nc_1$, which cancels the decay term. The bare fermion jump gives $-n_Nc_1$, which does not. The equivalence covers densities, currents and all other even observables, but not the single-fermion averages $\langle c_k\rangle$ with $k<N$.

Renumbering the sites to put an interior site last does not remove the difficulty. For three sites ordered as 1, 3, 2, the hop between sites 1 and 2 passes over site 3 and becomes $c_1^\dagger Z_3c_2$. The quartic term has moved into the Hamiltonian.

## What the extra term means

For $i<m<j$, the inverse map reads

$$c_i^\dagger c_j=\sigma_i^+\Big(\prod_{i<k<j}Z_k\Big)\sigma_j^- .$$

A fermion coherence across $m$ is a spin coherence multiplied by, among other factors, the sign $Z_m$. Lowering spin $m$ changes $Z_m$ from $-1$ to $+1$ and leaves the operators at $i$ and $j$ untouched. The fermion coherence changes sign. A jump requires site $m$ to be occupied, so the rate of these reversals is weighted by $n_m$; each reversal changes the coherence by minus twice its value. This is the content of $-2\gamma\langle n_mc_i^\dagger c_j\rangle$.

## How much of the term is truly quartic?

Since $2n_m=1-Z_m$,

$$-2\gamma n_mO=-\gamma O+\gamma Z_mO .$$

The first part is ordinary damping. The second cannot be rewritten with quadratic operators. To see this, set $c_k=(a_k+ib_k)/2$ with Hermitian $a_k,b_k$ that anticommute with one another and square to one. Then $n_k=(1+ia_kb_k)/2$ and $Z_k=-ia_kb_k$. For $i,j,m$ all different, $Z_mc_i^\dagger c_j$ is a sum of products of four different such operators. Different products are orthogonal under the trace, so this part has no overlap with any operator of degree two or less.

Now add spin raising at the same site. For $L=\sigma_m^+$, $L^\dagger L=1-n_m$ and the jump term for a straddling pair is $-(1-n_m)O$. With lowering rate $\gamma_-$ and raising rate $\gamma_+$,

$$-2[\gamma_-n_m+\gamma_+(1-n_m)]O
=-(\gamma_-+\gamma_+)O+(\gamma_--\gamma_+)Z_mO .$$

Raising produces no quartic term for the other pairs: the factor $s-1$ is again zero when both sites are on one side, a pair with one index at $m$ is damped at $\tfrac12\gamma_+$, and $n_m$ gains $\gamma_+(1-n_m)$. Equal rates therefore close the equations even at an interior site, provided the closed equation keeps the extra damping $\gamma_-+\gamma_+$ of every pair on opposite sides of $m$. For four sites with loss at site 2 and $\gamma_-=J$, the norm of the quartic part relative to that of $O$ is $1.0J$, $0.6J$ and $0$ for $\gamma_+=0$, $0.4J$ and $J$. This was found by projecting out all operators of degree at most two.

There is also an exception due to the state. With at most one excitation present, $c_i^\dagger c_j$ can only place that excitation at $i\neq m$, and $n_m$ then gives zero. Loss preserves this condition; pumping in general does not. The mirror case is raising alone with at most one empty site: $c_i^\dagger c_j$ can only move that empty site from $i$ to $j$, so $1-n_m$ then gives zero.

Outside these exceptions, with four or more sites and states of three or more excitations, the equations in general do not stop at four fermions. (If at most two excitations are ever present, averages with three annihilation operators on the right vanish, and the equations do stop there.) Let $A$ be an even operator without factors at $m$ and with an odd number of factors to its left. The same signs give $\mathcal D^\dagger(A)=-2\gamma n_mA$, which has two more factors. An example is $A=n_5c_1^\dagger c_4$ with loss at site 3. Three sites are too few for this: with loss at site 2, the only four-fermion operator without factors at site 2 is $n_1n_3$, which has an even number of factors to the left, and operators with factors at site 2 are merely damped.

## First case: driving at the ends

Pump site 1 with $\sigma_1^+$ and drain site $N$ with $\sigma_N^-$, both at rate $\gamma$, with all $e_j=0$. Then

$$\frac{dG}{dt}=i[h,G]-\tfrac12\{\Gamma,G\}+S,$$

where $\Gamma$ has $\gamma$ at its first and last diagonal entries and $S$ has $\gamma$ at the first.

For $N\ge3$, try a steady state with densities $n_l$ (now averages), $G_{l,l+1}=-ix$, $G_{l+1,l}=ix$ and all other coherences zero. Hopping changes $n_1$ at the rate $iJ(G_{21}-G_{12})=-2Jx$, so the current is $I=2Jx$. The first bond requires

$$iJ(n_2-n_1)-\tfrac{\gamma}{2}(-ix)=0
\quad\Longrightarrow\quad n_1-n_2=\frac{\gamma x}{2J}=\frac{\gamma I}{4J^2}.$$

The last bond gives the same drop. Undamped bonds in between require equal densities. The equation for $G_{l,l+2}$ is satisfied because neighbouring bond coherences are equal. Pump and drain give $I=\gamma(1-n_1)=\gamma n_N$, so

$$1-\frac{2I}{\gamma}=n_1-n_N=\frac{\gamma I}{2J^2}
\quad\Longrightarrow\quad I=\frac{2\gamma J^2}{\gamma^2+4J^2}.$$

For $N=2$ the one bond is damped at both ends, so its drop is $\gamma I/(2J^2)$ and the result is the same. The steady state is unique: an eigenvector of the chain that vanished at site 1 would vanish everywhere, so every mode is damped.

For $\gamma\ll J$ the contacts limit the current and $I\approx\gamma/2$. For $\gamma\gg J$ strong damping of the end bonds gives $I\approx2J^2/\gamma$. The maximum, $J/2$, lies at $\gamma=2J$.

With $\gamma=J$, $I=2J/5=0.4J$, $n_1=1-0.4=0.6$, and each end bond has a drop of $0.1$. The full spin equation for four sites gives the same current and the densities 0.6, 0.5, 0.5, 0.4. The closed equation also reproduces all of $G$ at $t=1.3/J$ from a random initial density matrix, to rounding error. Closure does not need a Gaussian initial state.

## Second case: one interior jump traps an excitation

Take three sites with loss at site 2 and no pump. Define

$$s^\dagger=\frac{c_1^\dagger+c_3^\dagger}{\sqrt2},\qquad
a^\dagger=\frac{c_1^\dagger-c_3^\dagger}{\sqrt2},\qquad
H=\sqrt2J(s^\dagger c_2+c_2^\dagger s).$$

The antisymmetric orbital $a$ does not couple to site 2. Start from $c_2^\dagger s^\dagger|0\rangle$. Hopping cannot change this state, because both coupled orbitals are full. Site 2 stays occupied until the jump, so the chance of no jump by time $t$ is $e^{-\gamma t}$. The jump gives

$$\sigma_2^-c_2^\dagger s^\dagger|0\rangle=Z_1s^\dagger|0\rangle
=\frac{-c_1^\dagger+c_3^\dagger}{\sqrt2}|0\rangle=-a^\dagger|0\rangle .$$

The remaining excitation cannot reach the drain. Weighting the two states by $e^{-\gamma t}$ and $1-e^{-\gamma t}$ gives

$$N_{\rm tot}=1+e^{-\gamma t},\qquad G_{13}=\tfrac12e^{-\gamma t}-\tfrac12(1-e^{-\gamma t})=e^{-\gamma t}-\tfrac12 .$$

The quartic average is $\langle n_2c_1^\dagger c_3\rangle=\tfrac12e^{-\gamma t}$, and indeed $dG_{13}/dt=-\gamma e^{-\gamma t}$ is $-2\gamma$ times it. The spin coherence $\langle\sigma_1^+\sigma_3^-\rangle=\langle c_1^\dagger Z_2c_3\rangle$ stays at $-\tfrac12$ throughout: $G_{13}$ and $Z_2$ change sign together.

If the quartic term is dropped, the jump leaves the excitation in $s$, from which it hops to the drain. At $\gamma=J$ the two total numbers are:

| $t$ in $1/J$ | spin chain | quartic term dropped |
|---|---:|---:|
| 1 | 1.368 | 1.289 |
| 5 | 1.007 | 0.168 |
| 20 | 1.000 | 0.0001 |

The error in the total number is modest at first and becomes qualitative later. In $G_{13}$ it is already qualitative at $t=1/J$, where the closed equation gives the wrong sign.

Could the quartic average be factorized? Wick's rule would give $G_{22}G_{13}-G_{23}G_{12}$. Here $G_{12}=G_{23}=0$ and $G_{22}=e^{-\gamma t}$, so at $t=1/J$ the rule gives $0.368\times(-0.132)=-0.049$. The true value is $+0.184$. The initial state obeys Wick's rule, but the later mixture does not.

For a start of this kind, with site 2 and the coupled orbital filled, trapping with certainty requires hoppings of equal size and equal outer energies. If only the hoppings differ, $J_1$ on the left and $J_2$ on the right, the coupled orbital is proportional to $J_1c_1^\dagger+J_2c_3^\dagger$, and $J_2c_1^\dagger-J_1c_3^\dagger$ still does not couple to site 2. The jump leaves $-J_1c_1^\dagger+J_2c_3^\dagger$, which is no longer entirely in the uncoupled orbital, so the excitation is trapped with probability $[2J_1J_2/(J_1^2+J_2^2)]^2$, or $0.64$ for $J_2=2J_1$. An energy difference couples $a$ to $s$ with strength $(e_1-e_3)/2$ and opens a path to the drain.

## Third case: a steady current into the middle

Now also pump sites 1 and 3, with every rate equal to $J$. Without the quartic term, $a$ is pumped but never emptied, so it fills completely. The orbital $s$ and site 2 form a two-site chain with hopping $\sqrt2J$, and the current formula gives

$$I=\frac{2\cdot2}{1+4\cdot2}J=\frac49J\approx0.444J .$$

The full spin equation gives $0.533J$, which is 20% more at the same hopping and rates. Replacing the spin jump by a bare fermion jump in the full equation returns $0.444J$. The string alone accounts for the difference.

The terms in the steady equation for $G_{13}$ can be weighed. Reflection symmetry sends $I/2$ into site 2 from each side, so $-2J\,{\rm Im}\,G_{12}=I/2$, and it also gives $G_{23}=G_{12}^*$. Hopping then contributes $iJ(G_{23}-G_{12})=2J\,{\rm Im}\,G_{12}=-I/2$. The two pumps contribute $-\gamma G_{13}$. With $G_{13}=-0.0667$ and $\langle n_2c_1^\dagger c_3\rangle=-0.100$, the balance in units of $J$ is

$$\underbrace{-0.267}_{\text{hopping}}+\underbrace{0.067}_{\text{pumps}}+\underbrace{0.200}_{\text{quartic}}=0 .$$

The quartic term is three times the pump term, so it is no small correction here.

The orbital occupations show how it raises the current. Since $n_a=\tfrac12(n_1+n_3)-{\rm Re}\,G_{13}$, the quartic term changes $n_a$ at the rate $2\gamma\langle n_2c_1^\dagger c_3\rangle=-0.2J$ and changes $n_s$ at the opposite rate. The pump supplies $a$ at $(1-0.8)J=0.2J$, and all of this is passed to $s$. The orbital $s$ receives another $(1-0.667)J=0.333J$ directly. Their sum, $0.533J$, is the drain current. The same sign reversal that trapped an excitation in the second case here releases those that would otherwise remain in $a$.

These magnitudes belong to this three-site example. What carries over to other chains of this kind is the set of conditions found for closure. The $N\times N$ equation can be used when loss and pumping act only at the ends, when raising and lowering balance at each driven interior site (with the extra damping $\gamma_-+\gamma_+$ of the pairs that straddle it included), when at most one excitation is ever present, or when spins are only raised and at most one site is empty. Where none of these holds, the full density matrix is still not the only resort. The string $P_m$ and the fermion $c_m$ each turn a Slater determinant into a Slater determinant, and so does the evolution between jumps. If the initial state is a determinant or a statistical mixture of determinants, one can therefore follow single determinants through random jumps and average over many runs, at the price of a sampling error. The numerical output below gives the values to more digits.

## Computed values

```
Units: energy J, hbar = 1, time 1/J, rates and currents J
hopping J = 1.0; every pump and loss rate = 1.0 J
Five sites: ordered pairs with a quartic term, loss site 1..5: [0, 6, 8, 6, 0]
largest operator-identity error = 0.0e+00
Four sites, site 2, lowering rate 1 J: norm of quartic part
  raising rate 0.0 J: 1.0000 J
  raising rate 0.4 J: 0.6000 J
  raising rate 1.0 J: 0.0000 J
  lowering at last site only: 2.4e-16 J
(a) Four sites, pump at 1, drain at 4
  occupations: [0.6 0.5 0.5 0.4]
  current, full spin equation = 0.400000 J
  current, formula            = 0.400000 J
  largest error in G, steady state = 1.2e-15
  largest error in G, random start, t=1.3/J = 7.1e-16
(b) Three sites, loss at 2, two excitations at start
  t = 0/J: total number spin 2.00000, closed 2.00000
    G13 spin 0.50000, closed 0.50000; spin coherence -0.50000
    quartic average 0.50000, Wick value 0.50000
  t = 1/J: total number spin 1.36788, closed 1.28885
    G13 spin -0.13212, closed 0.34128; spin coherence -0.50000
    quartic average 0.18394, Wick value -0.04860
  t = 5/J: total number spin 1.00674, closed 0.16832
    G13 spin -0.49326, closed 0.04928; spin coherence -0.50000
    quartic average 0.00337, Wick value -0.00332
  t = 20/J: total number spin 1.00000, closed 0.00009
    G13 spin -0.50000, closed 0.00002; spin coherence -0.50000
    quartic average 0.00000, Wick value -0.00000
  single excitation, largest error of closed G = 2.8e-16
(c) Three sites, pumps at 1 and 3, drain at 2
  drain current: spin jump          = 0.533333 J
  drain current: bare fermion jump  = 0.444444 J
  drain current: closed equation    = 0.444444 J
  spin current / closed current     = 1.2000
  spin: occupations [0.7333 0.5333 0.7333], G13 -0.06667
    symmetric orbital 0.66667, antisymmetric 0.80000
  closed: occupations [0.7778 0.4444 0.7778], G13 -0.22222
    symmetric orbital 0.55556, antisymmetric 1.00000
  quartic average <n2 c1^dag c3> = -0.100000
  equation residual with quartic term    = 1.1e-16 J
  equation residual without quartic term = 0.200000 J
```
